# Interstitial Supersaturation in Local Equilibrium with a Defect Cluster

## 1. The fact to be explained

Take a silicon cell at 800 °C that contains one rod-shaped defect of 400 interstitial atoms. In the model below, the crystal around the rod holds on average only 0.113 free interstitials. Yet this tiny number is 1129 times what the cell would hold in equilibrium with a free surface. Neither the 400 atoms in the rod nor the cell volume sets the factor 1129. What sets it is the free energy needed to add one more atom to the rod, 0.65 eV here, compared with $kT=0.0925$ eV:

$$e^{0.65/0.09248}=e^{7.029}=1129 .$$

This matters for doping because a dopant carried by interstitials diffuses faster in proportion to their concentration. That is transient enhanced diffusion: it lasts while the clusters left by an implant dissolve.

## 2. Definitions and assumptions

The supersaturation is $S=C_I/C_I^*$. Here $C_I$ is the free-interstitial concentration and $C_I^*$ its value in equilibrium with a free surface at the same temperature.

The zero of free energy is the perfect crystal. Let $F_n$ be the free energy of a crystal containing a cluster of $n$ extra atoms, minus that of a perfect crystal with the same total number of atoms. The marginal formation free energy is

$$f_n=F_n-F_{n-1}.$$

It is the cost of moving one atom from a perfect-crystal environment into the cluster. It is not the energy released when a free interstitial is captured. If $G_I$ is the formation free energy of an interstitial on a given site, the capture releases $G_I-f_n$.

The free interstitials are dilute and do not interact with one another or, at a distance, with the cluster. Exchange with the cluster is fast, and recombination with vacancies inside the cell is neglected. The Fermi level is fixed and the cluster is neutral. $G_I$ then includes the sum over interstitial charge states, and $C_I^*$ must be taken at that same Fermi level.

## 3. What the surface fixes

Let the cell have $M$ interstitial sites, each with Boltzmann weight $x^*=e^{-G_I/kT}$ when occupied. A free surface supplies and absorbs atoms at perfect-crystal free energy, so the number $m$ of interstitials is unrestricted. Its weight is $\binom{M}{m}x^{*m}$. The sum of the weights is $(1+x^*)^M$, and therefore

$$\langle m\rangle^*=x^*\frac{\partial}{\partial x^*}\ln(1+x^*)^M=\frac{Mx^*}{1+x^*}\simeq Mx^* .$$

The last step uses $x^*\ll1$. This number divided by the cell volume is $C_I^*$, so $S=\langle m\rangle/(Mx^*)$.

## 4. One cluster in a closed cell

Now close the cell. The cluster holds $n$ atoms, the solution holds $m$, and $n+m=N$ is fixed. The weight of a division is

$$w(n,m)=e^{-F_n/kT}\binom{M}{m}x^{*m}.$$

Move one interstitial from the solution to the cluster. From the definition of the binomial coefficient,

$$m\binom{M}{m}=\frac{M!}{(m-1)!\,(M-m)!}=(M-m+1)\binom{M}{m-1},$$

and from the definition of $f$,

$$e^{-F_n/kT}=e^{f_{n+1}/kT}e^{-F_{n+1}/kT}.$$

Multiplying these, and splitting off one factor $x^*$, gives

$$m\,w(n,m)=(M-m+1)\,x^*\,e^{f_{n+1}/kT}\,w(n+1,m-1).$$

For $m\ll M$ the bracket is $M$, with a relative error of about $m/M$. Sum over all divisions and divide by the total weight. The left side becomes $\langle m\rangle$. The right side becomes an average over the cluster size after the move. Hence

$$\boxed{S=\frac{\langle m\rangle}{Mx^*}=\left\langle e^{f_n/kT}\right\rangle}$$

The state $n=0$ does not contribute to the average, which is immaterial when the cluster is practically always present.

Nowhere was $m$ assumed large. The result therefore covers a cell with 0.113 free interstitials, where $C_I$ means an average over time or over many similar cells.

## 5. When the average becomes one exponential

Let $g(n)=f_n/kT$, let $\bar n$ be the mean size and $\sigma^2$ its variance. Expand $e^{g}$ to second order about $\bar n$. The linear term averages to zero, and

$$S\simeq e^{g(\bar n)}\left[1+\tfrac12\sigma^2\left(g'^2+g''\right)\right].$$

If the correction is small, the familiar law follows:

$$S=e^{f/kT}.$$

The variance follows from the curvature of $\ln w$. For $1\ll m\ll M$, Stirling's formula gives $\ln\binom Mm\simeq m\ln M-m\ln m+m$, whose second derivative is $-1/m$. Since $m=N-n$, differentiating twice with respect to $n$ gives the same sign. The cluster term contributes $-F''/kT=-g'$. Thus

$$\frac1{\sigma^2}=\frac1m+g'(n).$$

**A case with numbers.** Take $F_n/kT=n+10\sqrt n$, with $M=10^6$, $x^*=1.4\times10^{-5}$ and $N=400$. Summing over all divisions gives a mean size of 350.28 and 49.72 free interstitials. The equilibrium number is $10^6\times1.4\times10^{-5}=14$, so $S=49.72/14=3.55$.

Here $g\simeq1+5/\sqrt n$, so at the mean size $g'=-3.8\times10^{-4}$ and $g''=1.6\times10^{-6}$. The variance is $1/(0.0201-0.0004)\simeq51$, and the predicted relative correction is $4.5\times10^{-5}$. The two computed values, 3.55157 for the average and 3.55141 for the exponential at the mean size, differ by this amount. Direct counting gives 3.55145, lower than the average by a relative $3.4\times10^{-5}$. Two small terms explain this. The dilution error lowers the count by $m/M=5.0\times10^{-5}$. The count is also divided by the exact equilibrium number $Mx^*/(1+x^*)$, which raises it by $x^*=1.4\times10^{-5}$. The net $3.6\times10^{-5}$ agrees within the rounding of the printed values.

**The same law from the chemical potential.** For large $m$, the free energy of the solution is $mG_I-kT\ln\binom Mm$. Its derivative is

$$\mu_I=G_I+kT\ln\frac mM=kT\ln\frac{m}{Mx^*}=kT\ln S .$$

Minimising the total free energy at fixed $n+m$ requires $f=\mu_I$, which is again $S=e^{f/kT}$. A supersaturation of one means $\mu_I=0$: the interstitial then has the chemical potential of a perfect-crystal atom.

## 6. A population of clusters

If clusters can form and disappear, their sizes are not tied to one surviving cluster. Let $c_n$ be the number of clusters of size $n$ per site, with $c_1$ the free interstitials and $F_1=G_I$. In $F_n$ we count internal states and orientations, but not the choice of position. Placing $Mc_n$ dilute clusters on $M$ sites gives about $M^{Mc_n}/(Mc_n)!$ arrangements. With Stirling's formula the free energy per site is

$$\frac{\Phi}{kT}=\sum_n c_n\left(\frac{F_n}{kT}+\ln c_n-1\right).$$

Minimise this at fixed $\sum_n nc_n$, with multiplier $\lambda$. The derivative with respect to $c_n$ gives

$$\frac{F_n}{kT}+\ln c_n=n\lambda,\qquad c_n=e^{n\lambda-F_n/kT}.$$

For $n=1$ this reads $c_1=e^\lambda x^*$, so $e^\lambda=S$. Dividing the results for neighbouring sizes,

$$S=\frac{c_{n+1}}{c_n}\,e^{f_{n+1}/kT}.$$

The simple exponential needs $c_{n+1}\simeq c_n$. A small system shows the difference. Let $F_1,F_2,F_3=3,\,4,\,4.5\,kT$, with 0.20 interstitials per site in all. This content is far from dilute; it serves to exercise the ideal-solution formula, not to describe a crystal. Numerical minimisation gives $c_3/c_2=0.789$ and $S=1.300$. The exponential alone gives $e^{0.5}=1.649$, and $0.789\times1.649\simeq1.30$.

**The limit of long rods.** Suppose $f$ is constant above a smallest size $n_0$. The populations then form a geometric series with ratio $r=Se^{-f/kT}<1$. Their mean excess size is

$$\ell=\langle n-n_0\rangle=\frac{\sum_j jr^j}{\sum_j r^j}=\frac{r}{1-r}.$$

Solving for $r$ gives $r=\ell/(1+\ell)$, and hence

$$S=\frac{\ell}{1+\ell}\,e^{f/kT}.$$

For $\ell=400$ the factor lies 0.25% below one. A full equilibrium population of long rods thus approaches the single-cluster law from below. For clusters of a few atoms the factor cannot be ignored.

## 7. Energy or free energy

Write $f=\Delta E-T\Delta S$, where $\Delta S$ is the entropy of the added cluster atom minus that of a perfect-crystal atom. Then

$$S=e^{\Delta E/kT}\,e^{-\Delta S/k}.$$

The free interstitial's own entropy does not appear. It affects $C_I$ and $C_I^*$ by the same factor and cancels in their ratio. Replacing free energy by energy is justified when $\Delta S$ is small compared with $k$.

To judge the size, suppose each added atom has three vibrational modes whose frequencies are 10% lower than in the crystal. A classical mode has free energy $kT\ln(\hbar\omega/kT)$. Lowering $\omega$ by the factor 0.9 changes $f$ by $3kT\ln0.9$, so $S$ is multiplied by $0.9^3=0.729$. The corresponding entropy gain is $-3k\ln0.9=0.316k$. With quantum oscillators, for which the mode free energy is $kT\ln[2\sinh(\hbar\omega/2kT)]$, and a crystal quantum of 0.05 eV, the factor is 0.724. Softer modes lower $S$ because they make room in the cluster cheaper.

If $\Delta E$ and $\Delta S$ do not depend on temperature, $\ln S$ is linear in $1/T$ with slope $\Delta E/k$. With $\Delta E=0.65$ eV and $\Delta S=0$, $S$ falls from 2324 at 700 °C to 1129 at 800 °C, 620 at 900 °C and 374 at 1000 °C. The concentration itself behaves differently. Since

$$C_I\propto e^{-(G_I-f)/kT},$$

it rises with temperature if the energy part of $G_I-f$ is positive, that is, if the interstitial is bound to the cluster. The supersaturation falls because $C_I^*$ rises faster.

## 8. The rod defect at 800 °C

A rod of fixed width that grows in length has $F_n=A+nf$. The constant $A$ belongs to its ends and drops out of the marginal value. The average in Section 4 then needs no expansion: every term is $e^{f/kT}$, apart from the term $n=1$, whose weight is negligible here.

We take $f=0.65$ eV with no excess entropy, 400 atoms per rod, $10^{11}$ rods per cm² and a cell depth of 100 nm. The areal density equals $10^{-3}$ nm$^{-2}$, so each rod has 1000 nm² of area and a cell volume of $10^5$ nm³. With one interstitial site per crystal atom there are $4.99\times10^6$ sites. For $C_I^*=10^{12}$ cm$^{-3}$,

$$C_I=1129\times10^{12}=1.13\times10^{15}\ \text{cm}^{-3}.$$

The cell volume is $10^{-16}$ cm³, so the mean free number is $0.113$. Enumerating all divisions of the 400 atoms returns the same $S=1129$. The occupied fraction of sites is $2.3\times10^{-8}$, which supports the dilute treatment.

The rod holds about 3500 times as many atoms as the solution around it. It can therefore replace lost interstitials many times over. While it lasts, $f$ stays constant and local equilibrium holds, $S$ stays on a plateau. Changing $C_I^*$ changes the free count but not $S$, provided that count stays well below the 400 atoms available. A positive end energy makes the rod dissolve completely before the count reaches 400; for $A=5$ eV this happens between 200 and 250.

## 9. A faulted loop: a much smaller plateau

A circular faulted loop of radius $R$ is an extra disc of atoms. With fault energy $\gamma$ per area and a line tension $\tau$, taken constant near the size considered,

$$F=\pi R^2\gamma+2\pi R\tau,\qquad n=\pi R^2d.$$

Here $d$ is the number of atoms per area in the inserted {111} double layer. The crystal has $8/a^3$ atoms per volume and the double layer has thickness $a/\sqrt3$. With $a=0.5431$ nm,

$$d=\frac{8}{\sqrt3\,a^2}=15.66\ \text{nm}^{-2}.$$

Divide $dF/dR=2\pi R\gamma+2\pi\tau$ by $dn/dR=2\pi Rd$:

$$f=\frac{\gamma}{d}+\frac{\tau}{Rd}.$$

For $\gamma=70$ mJ/m² $=0.437$ eV/nm², $\tau=20$ eV/nm and $R=10$ nm, the two parts are 0.028 and 0.128 eV. Their sum, 0.156 eV, gives $S=5.4$ at 800 °C. The loop holds 4919 atoms, twelve times as many as the rod, yet sustains a supersaturation about 200 times smaller. For a very large loop the line term fades and $S$ tends to $e^{0.0279/0.0925}\simeq1.35$.

The constant $\tau$ is a simplification. An elastic line energy grows as $\ln R$, which adds $2\pi R\,d\tau/dR$ to $dF/dR$. With $R\,d\tau/dR\simeq4$ eV/nm, a rough elastic value for silicon, $f$ rises by about 0.03 eV and $S$ to about 7. The plateau remains far below that of the rod.

## 10. Equilibrium need not be stable

Keep $S$ fixed, as in a large bath shared by many loops. The function that decides the size is $F_n-n\mu_I$. Its first derivative vanishes at $f=\mu_I$; its second derivative is

$$f'=\frac{df/dR}{dn/dR}=-\frac{\tau/(R^2d)}{2\pi Rd}=-\frac{1}{2n}\frac{\tau}{Rd}.$$

This is negative, so the stationary size is a maximum. A search over sizes finds the maximum at 4919 atoms. A slightly smaller loop lowers its free energy by shrinking, a larger one by growing. The exponential law then gives the bath at which a loop is critical, not a size to which loops return.

Two equal loops show the same thing. Moving $\delta$ atoms from one to the other changes the energy by about $f'\delta^2$. With $f'=-0.1277/(2\times4919)=-1.30\times10^{-5}$ eV and $\delta=500$, this is $-3.2$ eV; the full energies give $-3.26$ eV. This is the driving force for ripening.

A single loop in a closed cell can nevertheless be stable against small changes of size. If it shrinks, it enriches its own solution. From Section 5, stability requires $1/m+f'/kT>0$, or

$$m<\frac{kT}{|f'|}=\frac{0.0925}{1.30\times10^{-5}}\simeq7100.$$

This is a local test. Above roughly 700 free interstitials the fully dissolved state has the lower free energy for constant $\tau$, and the loop is only metastable. With the logarithmic line energy of Section 9 this threshold moves to about 1100, while the local limit stays near 7100.

A rod with constant $f$ lies between the two cases: a fixed bath at $S=e^{f/kT}$ neither restores nor amplifies a change of its length, while a closed cell restores it.

## 11. Loss to the surface

A real rod dissolves because interstitials escape to the surface. There must then be a concentration drop at the rod, and the solution lies below local equilibrium. Replace the rod by a sphere of effective capture radius $r$. In steady diffusion the concentration around it is

$$C(\rho)=C_{\rm deep}+(C_{\rm eq}-C_{\rm deep})\frac r\rho ,$$

so it emits $4\pi rD_I(C_{\rm eq}-C_{\rm deep})$ interstitials per time. With $N_A$ clusters per area at depth $L$, this supplies the flux to the surface:

$$4\pi rN_AD_I(C_{\rm eq}-C_{\rm deep})=D_I\frac{C_{\rm deep}-C_I^*}{L}.$$

Set $q=4\pi rN_AL$. Then $q(C_{\rm eq}-C_{\rm deep})=C_{\rm deep}-C_I^*$. Adding $q(C_{\rm deep}-C_I^*)$ to both sides and dividing by $C_I^*$ gives

$$\frac{S_{\rm deep}-1}{S_{\rm eq}-1}=\frac q{1+q}.$$

For $r=4$ nm and $L=100$ nm, $q=5.03$ and the ratio is 0.83. This mean-field estimate treats the other clusters as a uniform sheet. In a square array the nearest neighbour is 31.6 nm away. Summing the fields of the separate sources, with image sinks that hold the surface at $C_I^*$, gives 0.91 and $S_{\rm deep}\simeq1025$. For this regular array the shortfall is thus about 9%, and mean field overstates it by a factor of 1.8. Clusters scattered at random within the same plane crowd one another in places, and their ratio, about 0.88, lies between the two estimates. A spread in depth raises it again, to about 0.92 for depths between 50 and 150 nm, so the two estimates bracket only a thin layer. All these values apply below the clusters; between them and the surface, $S$ falls towards one. A barrier to attachment would add to the shortfall. So does dissolution itself: $q$ is proportional to $rN_A$, which falls as rods shorten or disappear, and the plateau sags before the rods are gone.

The same flux gives a useful balance. Suppose a layer of $n$ atoms per cluster empties through the surface while the solution stores little. Then

$$\int(S_{\rm deep}-1)\,dt=\frac{nN_AL}{D_IC_I^*}.$$

The integral does not contain $f$. For a dopant carried wholly by interstitials, with diffusivity $D^*S$, a higher plateau means faster but shorter enhancement. The marginal free energy sets the rate, and the stored dose sets the total. This holds for fixed $L$, fixed temperature and loss by this path alone.

## 12. The model beside real silicon

The numbers describe the regime of {311} defects in ion-implanted silicon. The 0.65 eV, the defect size and density, and the loop's fault energy and line tension are rough typical values. Supersaturations from hundreds to thousands are the rough size expected during such anneals. The chosen $C_I^*$ is deliberately high and poorly known, possibly by orders of magnitude; that uncertainty affects $C_I$ but not $S$. The dissolution time depends on the product $D_IC_I^*$, not on $C_I^*$ alone. A fixed number of equal rods with constant $f$ is an idealisation: real {311} populations ripen, their mean length growing while their number falls, and $f$ and the plateau drift during the anneal. Real devices also break perfect local equilibrium through surface loss. For the geometry used here this lowers $S$ by roughly 10% below the defect layer at the start, by more as the product $rN_A$ falls, and by much more between the layer and the surface. The energy matters more: an error of 0.05 eV changes $S$ by a factor of 1.72 at 800 °C. The result 1129 should therefore be read as "about a thousand". The remaining values are in the numerical output below.

## Computed values

```
MODEL CELL (energies in kT)
mean cluster size: 350.28 atoms; mean free count: 49.72
S by counting: 3.55145
S as average of exp(f/kT): 3.55157
S from f at mean size: 3.55141
SMALL-CLUSTER POPULATION (F1, F2, F3 = 3, 4, 4.5 kT)
total interstitials per site: 0.20
S by minimisation: 1.30048; C3/C2: 0.78878
exp((F3-F2)/kT) alone: 1.64872
ROD DEFECT IN SILICON
temperature: 800 C; kT: 0.09248 eV
marginal energy: 0.65 eV; ratio to kT: 7.0288
S from exponential: 1128.7; by counting: 1128.7
atoms per defect: 400; defects: 1.0e+11 cm^-2
depth: 100 nm; cell volume: 1.000e+05 nm^3
sites per cell: 4.9940e+06
C_I*: 1.0e+12 cm^-3; C_I: 1.129e+15 cm^-3
mean free interstitials per cell: 0.1129
mean atoms in cluster: 399.8871
S at 700 C: 2324.0
S at 800 C: 1128.7
S at 900 C: 620.0
S at 1000 C: 374.1
FAULTED LOOP IN SILICON
lattice parameter: 0.54310 nm; radius: 10.0 nm
fault energy: 70 mJ/m^2 = 0.4369 eV/nm^2
line tension: 20.0 eV/nm
atoms per area: 15.659 nm^-2; atoms: 4919
fault part of f: 0.0279 eV; line part: 0.1277 eV
marginal energy f: 0.1556 eV; S at 800 C: 5.38
size at maximum of F - n*mu: 4919 atoms
energy change, 500 atoms moved between loops: -3.256 eV
NEGLECTED EFFECTS FOR THE ROD AT 800 C
factor in S for 0.05 eV error: 1.717
mode quantum: 0.050 eV; softening ratio: 0.90
classical entropy gain: 0.3161 k
factor in S, classical: 0.7290
factor in S, quantum: 0.7240
occupied site fraction: 2.26e-08
capture radius: 4.0 nm; spacing: 31.62 nm
surface-loss parameter q: 5.027
(S_deep-1)/(S_eq-1), mean field: 0.8341
(S_deep-1)/(S_eq-1), source array: 0.9084
S_deep from source array: 1025.4
```
